\section*{Two-photon ionisation of hydrogen 1s: resonances and channel minima}

\section{The problem}

A hydrogen atom in its 1s state is illuminated by light whose photons are too weak to ionise it one at a time, but strong enough to do so in pairs. Find the generalised cross section $\sigma_2$, defined by
\begin{equation}
W=\sigma_2F^2 ,
\end{equation}
where $W$ is the ionisation rate and $F$ the photon flux. Locate the $np$ resonances, and the minima of the channels in which the electron leaves as an $s$ or a $d$ wave.

The nucleus is fixed and relativity is neglected. The light is monochromatic, of constant amplitude, linearly polarised along $z$, and weak enough for lowest-order perturbation theory. The dipole approximation is used. In Rydberg units, $\hbar=2m=e^2/(4\pi\varepsilon_0)/2=1$, lengths are in $a_0$, energies in Ry, and
\begin{equation}
H=-\nabla^2-\frac2r,\qquad E_n=-\frac1{n^2}.
\end{equation}
For photon energy $w$ the ejected electron has energy $E=k^2=2w-1$. Two photons suffice if $w>1/2$, and one does not if $w<1$. The wavelength range is therefore 182.25 to 91.13 nm, ends excluded. A wavelength of 91 nm lies just beyond the one-photon threshold. Since infinitely many resonances accumulate there, minima are sought up to $6p$.

\section{A first estimate by scaling}

\subsection{Rate and size}

Write the interaction as $v z(e^{-iwt}+e^{iwt})$, with $v=e\mathcal E_0/2$ for field amplitude $\mathcal E_0$. With the field switched on slowly, first order gives the intermediate amplitude
\begin{equation}
c_m=\frac{v z_{m1}}{E_1+w-E_m}\,e^{i(E_m-E_1-w)t}.
\end{equation}
Inserting it in the equation for a final state $f$ gives
\begin{equation}
i\dot c_f=v^2M\,e^{i(E_f-E_1-2w)t},\qquad
M=\sum_m\frac{z_{fm}z_{m1}}{E_1+w-E_m}.
\end{equation}
This has the form of a first-order transition with coupling $v^2M$. For final states normalised per unit energy, the golden rule gives $W=2\pi v^4\sum_L|M_L|^2$.

The intensity is $I=\varepsilon_0c\mathcal E_0^2/2$, so $v^2=e^2I/(2\varepsilon_0c)$. Since $e^2/\varepsilon_0=4\pi\alpha\hbar c$ and $I=\hbar\omega F$, in our units $v^2=2\pi\alpha wF$. Hence
\begin{equation}
\sigma_2=8\pi^3\alpha^2w^2\sum_L|M_L|^2 ,
\label{sigma}
\end{equation}
in units of $a_0^4\hbar/\mathrm{Ry}=3.794\times10^{-50}$ cm$^4$\,s.

The crudest estimate sets $\sum|M_L|^2=1$, because $a_0$ and Ry are the only scales. At $w=0.6$, with $8\pi^3\alpha^2=0.0132$,
\begin{equation}
\sigma_2\sim0.0132\times0.36\times3.794\times10^{-50}
=1.8\times10^{-52}\ \mathrm{cm^4\,s}.
\end{equation}

The same dimensional argument gives the result for nuclear charge $Z$. Lengths scale as $Z^{-1}$ and energies as $Z^2$, so $|M|^2\propto Z^{-4}Z^{-6}$ at fixed $w/Z^2$. With $w^2\propto Z^4$,
\begin{equation}
\sigma_2(Z,w)=Z^{-6}\sigma_2(1,w/Z^2).
\end{equation}

\subsection{Where the minima should lie}

Selection rules make the intermediate states $p$ states. A bound $np$ level gives a pole at $w_n=1-1/n^2$. Close to the nucleus a normalised high-$n$ orbital is proportional to $n^{-3/2}$. If both dipole integrals inherit this factor, the residue is $Q_n\approx q/n^3$. Define $\nu$ by $1-w=1/\nu^2$. Near a pole,
\begin{equation}
w-w_n=\frac1{n^2}-\frac1{\nu^2}\approx\frac{2(\nu-n)}{n^3},
\qquad \frac{Q_n}{w-w_n}\approx\frac{q/2}{\nu-n}.
\end{equation}
The poles are then equally spaced in $\nu$ and equally strong. Two neighbours cancel midway, so the estimate puts a zero of either channel at $\nu=n+\tfrac12$. Everything except the two nearest poles has been dropped.

\section{Exact solution within the stated model}

\subsection{Angular factors}

Let $Y_{lm}$ be the spherical harmonics. From $Y_{10}=\sqrt3\cos\theta\,Y_{00}$ and $Y_{20}=\frac{\sqrt5}{2}(3\cos^2\theta-1)Y_{00}$,
\begin{equation}
\cos\theta\,Y_{00}=\frac{Y_{10}}{\sqrt3},\qquad
\cos\theta\,Y_{10}=\frac{Y_{00}}{\sqrt3}+\frac{2Y_{20}}{\sqrt{15}}.
\end{equation}
Thus $M_s=R_s/3$ and $M_d=2R_d/\sqrt{45}$, with radial amplitudes $R_L$, and
\begin{equation}
\sum_L|M_L|^2=\frac{R_s^2}{9}+\frac{4R_d^2}{45}.
\label{weights}
\end{equation}
The channels add without interference because the rate is summed over all directions.

For circular light of the same intensity, $\cos\theta$ is replaced by $\sin\theta\,e^{i\varphi}/\sqrt2$. This operator takes $Y_{00}$ to $Y_{11}/\sqrt3$ and $Y_{11}$ to $\sqrt{2/5}\,Y_{22}$, up to phases. Only $d$ is reached, with weight $2/15$, which is $3/2$ times $4/45$.

\subsection{The inhomogeneous equation}

Let $u_{1s}=2re^{-r}$, $\kappa^2=1-w$ and $h_1=-d^2/dr^2+2/r^2-2/r$. Define $\varphi$, regular at the origin and decaying at infinity, by
\begin{equation}
(-\kappa^2-h_1)\varphi
=\varphi''-\frac{2\varphi}{r^2}+\frac{2\varphi}{r}-\kappa^2\varphi
=r\,u_{1s}.
\label{inhom}
\end{equation}
Expanding $\varphi$ in eigenfunctions of $h_1$ divides each component of $ru_{1s}$ by $E_1+w-E_m$. The whole intermediate sum, continuum included, is therefore
\begin{equation}
R_L=\int_0^\infty u_{EL}\,r\,\varphi\,dr ,
\end{equation}
where $u_{EL}$ is the energy-normalised Coulomb wave.

To solve (\ref{inhom}), use the Sturmian functions
\begin{equation}
S_n=N_nr^2e^{-\kappa r}L^{(3)}_{j}(x),\quad x=2\kappa r,\quad j=n-2\ge0 .
\end{equation}
Differentiating the product, with subscripts denoting derivatives in $x$,
\begin{equation}
S_n''-\frac{2S_n}{r^2}-\kappa^2S_n
=N_ne^{-\kappa r}x\left[xL_{xx}+(4-x)L_x-2L\right].
\end{equation}
Laguerre's equation $xL_{xx}+(4-x)L_x+jL=0$ turns the bracket into $-(j+2)L=-nL$. The right side is then $-2n\kappa S_n/r$, so
\begin{equation}
(-\kappa^2-h_1)S_n=\frac{2(1-n\kappa)}{r}S_n .
\end{equation}
The Laguerre weight $x^3e^{-x}$ gives $\int S_nS_m\,dr/r=\delta_{nm}$ if
\begin{equation}
N_n^2=\frac{(2\kappa)^4}{(n+1)n(n-1)} .
\end{equation}
Put $\varphi=\sum c_nS_n$ in (\ref{inhom}), multiply by $S_m$ and integrate: $2(1-m\kappa)c_m=\int S_mru_{1s}dr$. Therefore
\begin{equation}
R_L=\sum_{n=2}^\infty\frac{N_n^2I_nJ_n^L}{2(1-n\kappa)},
\label{series}
\end{equation}
where $I_n$ and $J_n^L$ are the integrals of $r^3e^{-\kappa r}L^{(3)}_{n-2}(2\kappa r)$ with $u_{1s}$ and $u_{EL}$.

\subsection{The two overlaps}

The generating function is
\begin{equation}
\sum_jt^jL_j^{(3)}(x)=(1-t)^{-4}e^{-xt/(1-t)} .
\end{equation}
It changes the decay constant $\kappa$ into $s=\kappa(1+t)/(1-t)$. Since $2\int r^4e^{-(1+s)r}dr=48/(1+s)^5$,
\begin{equation}
\sum_jt^jI_{j+2}=\frac{48(1-t)}{[(1+\kappa)-(1-\kappa)t]^5}.
\end{equation}
With $p=(1-\kappa)/(1+\kappa)$, the binomial series gives
\begin{equation}
I_{j+2}=\frac{48}{(1+\kappa)^5}
\left[\binom{j+4}{4}p^j-\binom{j+3}{4}p^{j-1}\right].
\end{equation}

For the continuum, write, with $a=L+1+i/k$ and $M(a,b,z)$ Kummer's function,
\begin{equation}
u_{EL}=B_Lr^{L+1}e^{-ikr}M(a,2L+2,2ikr).
\end{equation}
Energy normalisation requires a sine of amplitude $(\pi k)^{-1/2}$ at large $r$: the integral of two sines gives $\frac\pi2\delta(k-k')=\pi k\,\delta(E-E')$. The large-argument form of $M$ then fixes
\begin{equation}
B_L=\frac{(2k)^{L+1}|\Gamma(L+1+i/k)|e^{\pi/2k}}{2(2L+1)!\sqrt{\pi k}} .
\end{equation}
Using $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ and $\Gamma(z+1)=z\Gamma(z)$,
\begin{equation}
B_0^2=\frac{2}{1-e^{-2\pi/k}},\qquad
B_2=\frac{B_0}{30}\sqrt{(1+k^2)(1+4k^2)} .
\end{equation}

Integrate the power series of $M$ term by term. The factorials combine into a binomial series, first for large $s$ and then by continuation for $\operatorname{Re}s>0$:
\begin{align}
T_L(s)&=\int_0^\infty r^Le^{-sr}u_{EL}\,dr\notag\\
&=B_L(2L+1)!\,(s+ik)^{a-2L-2}(s-ik)^{-a}\notag\\
&=B_L(2L+1)!\,\frac{e^{-g}}{D^{L+1}},
\end{align}
with $D=s^2+k^2$ and $g=(2/k)\arctan(k/s)$. We need $W_L=\int r^3e^{-sr}u_{EL}dr$, that is $W_0=-T_0'''$ and $W_2=-T_2'$. Because $-g'=2/D$, the $m$th derivative of $T_0$ is $B_0e^{-g}P_m/D^{m+1}$, with $P_0=1$ and
\begin{equation}
P_{m+1}=[2-2(m+1)s]P_m+DP_m' .
\end{equation}
Successively,
\begin{align}
P_1&=2-2s,\qquad P_2=4-12s+6s^2-2k^2,\notag\\
P_3&=(2-6s)P_2+(s^2+k^2)(12s-12)\notag\\
&=8-48s+72s^2-24s^3-16k^2+24k^2s .
\end{align}
Thus
\begin{equation}
W_0=-\frac{B_0e^{-g}P_3}{D^4},\qquad
W_2=\frac{120B_2e^{-g}(6s-2)}{D^4}.
\end{equation}
The required overlaps are the Taylor coefficients in
\begin{equation}
\sum_jt^jJ^L_{j+2}=(1-t)^{-4}W_L\!\left(\kappa\frac{1+t}{1-t}\right).
\end{equation}
They are obtained by averaging the right side times $t^{-j}$ over a circle $|t|=\rho<1$. The disc $|t|<1$ maps to $\operatorname{Re}s>0$, where $W_L$ is analytic. Hence $|J_{j+2}^L|$ grows no faster than a constant times $\rho^{-j}$ for any $\rho<1$. Since $I_n$ carries the factor $p^n$, with $p<1$, the series (\ref{series}) converges away from its poles.

\subsection{Poles and zeros}

The denominators vanish at $\kappa=1/n$, or $w_n=1-1/n^2$. There $2(1-n\kappa)\approx n^2(w-w_n)$, so
\begin{equation}
R_L\approx\frac{Q_{L,n}}{w-w_n},\qquad
Q_{L,n}=\frac{N_n^2I_nJ_n^L}{n^2}.
\end{equation}
At this $\kappa$, the normalised bound orbital is $S_n/n$, because its mean $1/r$ is $1/n^2$. Hence $Q_{L,n}$ is the product of the radial dipole integrals $1s\to np$ and $np\to EL$.

Between poles $R_L$ is real and continuous. Just above $w_n$ it has the sign of $Q_{L,n}$; just below $w_{n+1}$ it has the sign opposite to $Q_{L,n+1}$. Equal residue signs therefore force an odd number of zeros, counted with multiplicity. All computed residues from $2p$ to $6p$ are positive in both channels, and the scan finds one zero per channel in each interval.

The resonances $2p$, $3p$, $4p$, $5p$ and $6p$ lie at 121.50, 102.52, 97.20, 94.92 and 93.73 nm. These values, like all wavelengths in this text, hold for a fixed nucleus; the proton mass lengthens them by 0.054\%, so that in real hydrogen $2p$ lies at 121.57 nm and $6p$ at 93.78 nm. At the resonances the lowest-order cross section diverges. Including the width of the intermediate level makes the line height finite. Level widths, light-induced shifts and saturation are outside this calculation.

\section{Numbers and comparison}

\subsection{One photon energy in detail}

At $w=0.6$ Ry, or 151.88 nm, $\kappa=0.6325$ and $k=0.4472\,a_0^{-1}$. Equation (\ref{series}) gives $R_s=1.699$ and $R_d=-26.236$, in $a_0^2\,\mathrm{Ry}^{-3/2}$. Thus
\begin{equation}
\frac{R_s^2}{9}+\frac{4R_d^2}{45}=0.32+61.19=61.51 ,
\end{equation}
and
\begin{equation}
\sigma_2=1.8\times10^{-52}\times61.51
\approx1.11\times10^{-50}\ \mathrm{cm^4\,s}.
\end{equation}
The scaling estimate had the right prefactor but was about 60 times too small, since the $d$ amplitude is far from unity. At $10^{10}$ W/cm$^2$ the rate is $6.49\times10^5$ s$^{-1}$.

A direct mesh solution of (\ref{inhom}), tested at three photon energies, differs from the series by at most $4.7\times10^{-8}$ of the larger channel amplitude. The golden rule was tested separately by propagating the wave function through a weak 40-cycle pulse. The $d$ probability was $3.578\times10^{-6}$, against $3.567\times10^{-6}$ from the rate integrated over the pulse. The test allowed 3\% of the total probability in each channel, which is too coarse to judge the small $s$ part separately; its two printed values differ by 0.7\%.

\subsection{From threshold to the 2p resonance}

At the two-photon threshold $\sigma_2$ tends to $1.275\times10^{-50}$ cm$^4$\,s, not to zero. As $k\to0$, $B_0^2\to2$ and $g\to2/s$, so the energy-normalised Coulomb wave keeps a finite size near the nucleus.

The $s$ amplitude is positive at $w=0.6$ and tends to $-\infty$ just below $2p$, so it must vanish between them. The zero is at 141.79 nm. The $d$ amplitude shows no zero in this interval; its cross section has a nonzero minimum at 152.06 nm. The total has a shallow minimum of $1.109\times10^{-50}$ cm$^4$\,s at 150.86 nm. The $s$ zero leaves little trace in the total because $d$ dominates there.

\subsection{Between the resonances}

The half-integer estimate can now be set beside the computed positions, all in nm:

\begin{center}
\begin{tabular}{lcccc}
Interval & Estimate & $d$ zero & $s$ zero & Total min.\\
$2p$--$3p$ & 108.5 & 113.56 & 105.32 & 112.21\\
$3p$--$4p$ & 99.2 & 100.69 & 98.16 & 100.28\\
$4p$--$5p$ & 95.9 & 96.49 & 95.37 & 96.31\\
$5p$--$6p$ & 94.2 & 94.57 & 93.98 & 94.47
\end{tabular}
\end{center}

The estimate falls between the two zeros each time. The variable $\nu=(1-w)^{-1/2}$ shows the remaining error more clearly. The $d$ zeros are at $\nu=2.25,3.24,4.24,5.24$, and the $s$ zeros at $2.72,3.73,4.74,5.74$. The predicted unit spacing is good, but the predicted fraction $0.5$ is replaced by about $0.24$ for $d$ and $0.74$ for $s$.

The assumed equal strengths are only rough. For $d$, $n^3Q_{d,n}$ falls from 5.36 at $2p$ to 1.85 at $6p$; for $s$ it falls from 1.89 to 0.81. Two neighbouring poles of strengths $q_n$ and $q_{n+1}$ cancel where $q_n/(\nu-n)=q_{n+1}/(n+1-\nu)$, that is at the fraction $q_n/(q_n+q_{n+1})$ of the interval. Falling strengths make this larger than $\tfrac12$, which moves the estimate towards the $s$ zeros but away from the $d$ zeros. They therefore cannot explain the $d$ shift. The estimate also omitted the more distant intermediate states, both bound and continuum. Equal poles at all integers $\nu$ would sum to $\pi\cot\pi\nu$, which still vanishes midway, but the real poles start at $n=2$ and are unequal, so the distant ones do not cancel. In the length form used here, the bound states alone put both zeros of the $5p$--$6p$ interval near $\nu=5.7$. At $\nu=5.5$ the continuum intermediate states add about $+0.3$ to $R_s$ and about $-5.5$ to $R_d$; this large negative term is what moves the $d$ zero down to $5.24$. To describe the remaining shift, add a constant fitted to a zero: in the model $R_L\propto\cot\pi\nu+b_L$, the last zeros correspond to $b_d\approx-1.06$ and $b_s\approx0.95$. Backgrounds of opposite sign would move the zeros in opposite directions from the midpoint.

A channel zero is not a zero of the linear total. At the $d$ zero between $2p$ and $3p$, the $s$ channel leaves $6.58\times10^{-52}$ cm$^4$\,s. At that point the slope of the $d$ part vanishes while the $s$ part is falling with $w$, so the total minimum lies at slightly larger $w$. Its value is $5.37\times10^{-52}$ cm$^4$\,s, about 20 times below the minimum in the first interval.

For circular light, which reaches only $d$, each $d$ zero does remove the two-photon signal in this order and approximation. With a finite bandwidth the signal is averaged over nearby photon energies, and the zero becomes a nonzero minimum. The remaining wavelength values and residues are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
range: 91.127 to 182.253 nm
unit a0^4 hbar/Ry = 3.79358e-50 cm^4 s
example w = 0.600 Ry, wavelength = 151.878 nm
kappa = 0.632456, k = 0.447214 1/a0
R_s: series 1.698658, mesh 1.698658 a0^2 Ry^(-3/2)
R_d: series -26.236241, mesh -26.236241 a0^2 Ry^(-3/2)
example sigma2 = 1.10954e-50 cm^4 s
rate at 1.0e+10 W/cm^2 = 6.48602e+05 1/s
largest series-mesh relative difference = 4.7e-08
pulse: v = 0.003 Ry/a0, 40 cycles
pulse probability s: propagated 1.8818e-08, golden rule 1.8689e-08
pulse probability d: propagated 3.5783e-06, golden rule 3.5667e-06
circular/linear-d weight ratio = 1.5000
threshold limit sigma2 = 1.2749e-50 cm^4 s
wavelength nm | sigma2 s, d, total in cm^4 s
  180 | 5.7707e-52 1.2042e-50 1.2619e-50
  170 | 3.3593e-52 1.1637e-50 1.1973e-50
  160 | 1.5848e-52 1.1204e-50 1.1363e-50
  150 | 4.0433e-53 1.1054e-50 1.1094e-50
  140 | 2.9875e-54 1.1981e-50 1.1984e-50
  130 | 3.7112e-52 1.9100e-50 1.9471e-50
  125 | 3.2902e-51 5.1525e-50 5.4816e-50
  118 | 3.8850e-51 7.4333e-51 1.1318e-50
  112 | 4.0666e-52 1.3278e-52 5.3944e-52
  106 | 9.7203e-54 1.9593e-51 1.9690e-51
  100 | 2.1915e-52 1.6288e-52 3.8204e-52
   98 | 7.5062e-54 2.3048e-51 2.3123e-51
resonance | w Ry | nm | residues s, d in a0^2 Ry^(-1/2)
2p | 0.750000 | 121.502 | 0.23687 0.66997
3p | 0.888889 | 102.518 | 0.04054 0.09863
4p | 0.937500 | 97.202 | 0.01432 0.03350
5p | 0.960000 | 94.924 | 0.00677 0.01558
6p | 0.972222 | 93.730 | 0.00375 0.00856
interval | feature | w Ry | nm | total sigma2 cm^4 s
threshold-2p | s zero | 0.642684 | 141.791 | 1.1651e-50
threshold-2p | d minimum | 0.599286 | 152.059 | 1.1097e-50
threshold-2p | total minimum | 0.604048 | 150.860 | 1.1091e-50
2p-3p | s zero | 0.865230 | 105.321 | 2.5424e-51
2p-3p | d zero | 0.802470 | 113.558 | 6.5784e-52
2p-3p | total minimum | 0.812075 | 112.215 | 5.3717e-52
3p-4p | s zero | 0.928316 | 98.163 | 1.7989e-51
3p-4p | d zero | 0.905006 | 100.692 | 4.4209e-52
3p-4p | total minimum | 0.908752 | 100.277 | 3.5789e-52
4p-5p | s zero | 0.955479 | 95.373 | 1.5621e-51
4p-5p | d zero | 0.944439 | 96.488 | 3.8133e-52
4p-5p | total minimum | 0.946210 | 96.307 | 3.0771e-52
5p-6p | s zero | 0.969665 | 93.978 | 1.4536e-51
5p-6p | d zero | 0.963600 | 94.569 | 3.5527e-52
5p-6p | total minimum | 0.964566 | 94.474 | 2.8611e-52
\end{verbatim}
